# Mask error enhancement in coherent three-beam imaging of equal lines and spaces

## Problem

A binary mask carries a grating of clear openings of width $w$ and opaque lines of width $p-w$. All lengths are on the wafer scale: reticle lengths have been divided by the lens reduction. The pitch $p$ is fixed. One on-axis coherent plane wave lights the mask, and an ideal lens in focus passes diffraction orders $0$ and $\pm1$ only. With wavelength $\lambda$ and numerical aperture NA, this requires

$$\frac{\lambda}{\mathrm{NA}}\le p<\frac{2\lambda}{\mathrm{NA}} .$$

Intensity $I$ is measured relative to a large clear area. The resist responds wherever $I>1/4$, and the width of that region, in each period, is the printed space $W$. The mask is taken as thin, the fields of all orders as parallel, and the orders as equally transmitted by the lens.

The mask error enhancement factor is

$$\mathrm{MEEF}=\left.\frac{dW}{dw}\right|_{p} .$$

Find it for the equal pattern, $w=p/2$. What changes when the mask error is finite, or when the threshold, the focus or the number of orders is changed?

## A tempting solution

Put $x=0$ at the centre of an opening. For the equal pattern the image intensity at the mask edge, $x=p/4$, turns out to be $1/4$. The threshold therefore places the printed edge on the mask edge, and $W=w$.

If the opening is widened by $\delta$, each mask edge moves outward by $\delta/2$. The printed edges lie on the mask edges, so they move by the same amount. Then $dW=\delta$, and the MEEF is 1.

## Where it fails

The statement about the equal pattern is correct. The fault is in differentiating $W=w$, which has been established at a single value of $w$, as though it held in a neighbourhood of that value. The image is needed for other openings too.

The mask transmission is 1 in the opening and 0 elsewhere, so its Fourier amplitudes are

$$a_n=\frac1p\int_{-w/2}^{w/2}e^{-2\pi i n x/p}\,dx=\frac{\sin(\pi n w/p)}{\pi n},\qquad a_0=\frac wp .$$

Orders $+1$ and $-1$ have equal amplitudes and combine into a cosine. The image field is

$$E(x,w)=\frac wp+\frac2\pi\sin\!\left(\frac{\pi w}{p}\right)\cos\!\left(\frac{2\pi x}{p}\right),\qquad I=E^2 .$$

At the mask edge, $x=w/2$, the identity $2\sin\alpha\cos\alpha=\sin2\alpha$ gives

$$E\!\left(\frac w2,w\right)=\frac wp+\frac1\pi\sin\!\left(\frac{2\pi w}{p}\right).$$

This is $1/2$ at $w=p/2$, but its derivative there is

$$\frac1p+\frac2p\cos\pi=-\frac1p .$$

Widening the opening by $\delta$ thus lowers the field at the displaced mask edge by $\delta/p$, to first order. That point is now below threshold, and the printed edge lies inside the mask edge.

There is a setting in which $W=w$ does persist: if the pitch changes and the pattern stays equal, both widths remain $p/2$ as long as three orders pass. That is a different derivative from the one requested at fixed pitch.

## The right solution

**The printed edge.** For $w=p/2$,

$$E=\frac12+\frac2\pi\cos\!\left(\frac{2\pi x}{p}\right).$$

The condition $I=1/4$ allows $E=+1/2$ or $E=-1/2$. The lowest field, in the middle of the line, is $1/2-2/\pi\approx-0.137$, so the negative root is never reached. Between $x=0$ and $x=p/2$ the field falls steadily and crosses $+1/2$ once, where the cosine vanishes. Hence $x=p/4$ and $W=2x=p/2$.

**The response of the edge.** The edge $x(w)$ obeys $I(x(w),w)=1/4$. Differentiating,

$$\frac{\partial I}{\partial x}\frac{dx}{dw}+\frac{\partial I}{\partial w}=0,
\qquad
\mathrm{MEEF}=2\frac{dx}{dw}=-2\,\frac{\partial I/\partial w}{\partial I/\partial x}.$$

The factor 2 counts the two edges of the space. The field derivatives are

$$\frac{\partial E}{\partial w}=\frac1p+\frac2p\cos\!\left(\frac{\pi w}{p}\right)\cos\!\left(\frac{2\pi x}{p}\right),$$

$$\frac{\partial E}{\partial x}=-\frac4p\sin\!\left(\frac{\pi w}{p}\right)\sin\!\left(\frac{2\pi x}{p}\right).$$

At $w=p/2$, $x=p/4$, both cosines are zero and both sines are one, so these become $1/p$ and $-4/p$. Since $I=E^2$, each intensity derivative is $2E=1$ times the field derivative:

$$\frac{\partial I}{\partial w}=\frac1p,\qquad \frac{\partial I}{\partial x}=-\frac4p,\qquad
\boxed{\mathrm{MEEF}=-2\,\frac{1/p}{-4/p}=\frac12 .}$$

The value is exact as a derivative and does not depend on $p$ within the three-beam range. For lines, the mask width is $p-w$ and the printed width $p-W$; both changes reverse sign and the ratio is the same.

This agrees with the diagnosis above. The mask edge moves out by $\delta/2$. The field deficit $\delta/p$ there, divided by the slope $4/p$, places the printed edge $\delta/4$ further in. Each printed edge therefore moves by $\delta/4$, and the space by $\delta/2$.

**Which order carries the error.** The amplitude $a_1=\sin(\pi w/p)/\pi$ is at its maximum at $w=p/2$, so a small width error does not change it to first order. In addition, its cosine is zero at the printed edge. The error acts through the uniform zero-order field. If the first orders are held at their nominal amplitudes, the computed MEEF is still 0.500; if the zero order is held instead, it is 0.

## Finite mask errors

Let $w=p/2+\delta$ and $u=\pi\delta/p$. Then $\sin(\pi w/p)=\cos u$, and $E=1/2$ reads

$$\frac12+\frac\delta p+\frac2\pi\cos u\,\cos X=\frac12,\qquad X=\frac{2\pi x}{p}.$$

Therefore

$$\cos X=-\frac{u}{2\cos u},\qquad X=\frac\pi2+\arcsin\!\left(\frac{u}{2\cos u}\right).$$

Because $W=2x=pX/\pi$,

$$W=\frac p2+\frac p\pi\arcsin\!\left(\frac{u}{2\cos u}\right),$$

provided the argument has magnitude below one. For small $u$, $u/(2\cos u)=u/2+u^3/4+\dots$, and $\arcsin y=y+y^3/6+\dots$ contributes a further $u^3/48$. The cubic terms add to $13u^3/48$, so

$$W=\frac p2+\frac\delta2+\frac{13\pi^2}{48}\frac{\delta^3}{p^2}+\dots$$

There is no quadratic term: openings that are too wide and too narrow by the same amount give opposite printed errors.

## Changing the conditions

**Threshold.** Keep $w=p/2$ and let the threshold be $t$, with $\sqrt t$ between $2/\pi-1/2$ and $2/\pi+1/2$. The lower limit keeps the negative field in the line from printing. The edge satisfies

$$\cos X=\frac\pi2\left(\sqrt t-\frac12\right).$$

Now $\partial E/\partial w=1/p$ still, since $\cos(\pi w/p)=0$, while $\partial E/\partial x=-(4/p)\sin X$. Thus

$$\mathrm{MEEF}=\frac{1}{2\sin X}\ge\frac12 .$$

The quarter threshold puts the edge at the steepest point of the field and gives the minimum. At $t=0.50$ the factor is 0.529.

**Defocus.** Let defocus give both first orders a phase $\phi$ relative to the zero order. Then

$$I=\left|a_0+2a_1e^{i\phi}\cos X\right|^2=a_0^2+4a_0a_1\cos\phi\cos X+4a_1^2\cos^2X .$$

At $w=p/2$ and $X=\pi/2$ this is $a_0^2=1/4$, so the edge does not move with focus. The terms containing $\cos X$ do not contribute to $\partial I/\partial w=2a_0/p=1/p$. With $a_0=1/2$ and $a_1=1/\pi$, the slope is $\partial I/\partial x=-(4/p)\cos\phi$. Hence, for $\cos\phi>2/\pi$,

$$\mathrm{MEEF}=\frac1{2\cos\phi}.$$

For the point source and the quarter threshold, a correct printed width thus does not show that the pattern is in focus, whereas its sensitivity to mask error does change. This independence of focus is special to those conditions. With the numbers of the example below and 100 nm of defocus, the space shrinks by 2 nm at $t=0.35$; with a disc source whose radius is 0.25 of the pupil radius, at $t=1/4$, it grows to 183 nm with a MEEF of 0.59. The condition on $\phi$ comes from the middle of the line, $X=\pi$, where the intensity is $1/4-(2/\pi)\cos\phi+4/\pi^2$. This stays below $1/4$ only for $\cos\phi>2/\pi$. For $|\cos\phi|<2/\pi$ the middle of the line prints as well as the middle of the opening, and $W$ is no longer set by the edges at $x=\pm p/4$ alone.

**More orders.** Suppose orders up to $N$ pass, in focus. At $w=p/2$ the even orders above zero have no amplitude, and the cosines of the odd orders vanish at $x=p/4$. The edge stays there, but its response changes:

- For even $n=2k>0$, $da_n/dw=\cos(\pi k)/p$. The pair $\pm n$ adds $2\cos^2(\pi k)/p=2/p$ to $\partial E/\partial w$.
- For odd $n$, $da_n/dw=0$. The pair adds $-(4/p)\sin^2(n\pi/2)=-4/p$ to $\partial E/\partial x$.

There are $\lfloor N/2\rfloor$ even pairs and $\lceil N/2\rceil$ odd pairs, so

$$\mathrm{MEEF}=\frac{1+2\lfloor N/2\rfloor}{2\lceil N/2\rceil}.$$

For $N=1,2,3,4$ this gives $1/2,\,3/2,\,3/4,\,5/4$. An order that is absent from the nominal image can triple the factor, because a mask error switches it on. As $N$ grows the factor tends to 1, the answer of the tempting solution: the printed edge follows the mask edge when the lens passes the full spectrum.

## Numerical example

Take $\lambda=193$ nm, NA $=0.75$, reduction 4 and $p=360$ nm, with a nominal space of 180 nm. The three-beam range is 257 to 515 nm, so the pitch lies within it.

A reticle opening 8 nm too wide is $8/4=2$ nm too wide on the wafer scale. To first order, the intensity at the fixed edge position rises by

$$0.002778\ \mathrm{nm^{-1}}\times2\ \mathrm{nm}=0.00556 .$$

Dividing by the slope magnitude $0.01111\ \mathrm{nm^{-1}}$ gives 0.50 nm per edge, or 1.0 nm for the printed space. The cubic term is negligible here. For a 30 nm wafer-scale error the printed change is 15.6 nm, a ratio of 0.519 instead of 0.500.

## Comparison with a real scanner

These parameters are rough values for a dry argon fluoride scanner printing a relaxed pattern: $180\times0.75/193\approx0.70$ is the half-pitch in units of $\lambda/\mathrm{NA}$. Of the idealizations sized below, the point source has the largest effect at the values chosen. Let $\sigma$ be the source radius as a fraction of the pupil radius. In focus, the result survives for a disc source as long as every source point passes the same three orders, here up to $\sigma=0.285$. At $\sigma=0.50$, with the threshold kept at $1/4$, the printed space becomes 189 nm and the MEEF 0.66. (The coarse source grid in the program gives 0.654; refining the grid brings it to 0.656.) The wider space comes from source points that lose one first order: their intensity at $x=p/4$ is $|1/2\pm i/\pi|^2=1/4+1/\pi^2$. Some of these same points also pass a second order, which affects the MEEF but has no amplitude in the nominal image.

Other effects were sized one at a time, also at fixed threshold:

- A defocus of 100 nm, measured in air, gives $\phi=0.507$ rad and a MEEF of 0.57, with the width unchanged.
- Unpolarized light in a resist of index 1.7, with the angle-dependent Fresnel transmission into the resist included, gives 184 nm and 0.54. Most of the rise in MEEF comes from the weaker transmission of the oblique first orders; the tilt of the fields alone gives 184 nm and 0.51. A reduction lens also strengthens the first orders, here by a radiometric factor of 1.08 in amplitude. With both effects together, as in the program, the values are 184 nm and 0.50.
- A Gaussian resist blur of standard deviation 10 nm gives 182 nm and 0.51. The effect grows quickly with the blur: 25 nm gives 193 nm and 0.54, a larger width change than that of the $\sigma=0.50$ source.
- A crude model of mask thickness, with a 10 nm strip of transmission $i$ inside each reticle edge, gives 178 nm and 0.50.

The strip is illustrative and does not replace an electromagnetic mask calculation. In focus it acts almost as an opaque strip, narrowing the opening by 5 nm on the wafer scale; an opaque strip gives the same 178 nm and 0.50. Resist absorption, standing waves and lens aberrations are left out, and the separate changes should not be added as a prediction for a combined process. The numerical output below lists most of these values; it does not include the polarization-only case or the refined source grid.

## Values computed for the example and the checks

```
Wavelength: 193 nm
Numerical aperture: 0.75 (no unit)
Lens reduction: 4 (no unit)
Pitch: 360 nm; nominal mask space: 180 nm
Three-beam pitch range: 257.3 to 514.7 nm
Zero-order amplitude: 0.50000 (no unit)
First-order amplitude: 0.31831 (no unit)
Lowest image field: -0.13662 (clear field = 1)
Printed space at threshold 1/4: 180.0000 nm
dI/dx at edge: -0.011111 per nm
dI/dw at edge: 0.002778 per nm
MEEF from edge search: 0.500000 (no unit)
MEEF, first orders frozen: 0.500000 (no unit)
MEEF, zero order frozen: 0.000000 (no unit)
Reticle error: 8.0 nm; wafer scale: 2.0 nm
Printed width change for this error: 1.00017 nm
Mask error -30 nm: printed change -15.5771 nm, ratio 0.51924
Mask error 2 nm: printed change 1.0002 nm, ratio 0.50008
Mask error 10 nm: printed change 5.0207 nm, ratio 0.50207
Mask error 30 nm: printed change 15.5771 nm, ratio 0.51924
Cubic coefficient, formula: 2.0625e-05 per nm^2
Cubic coefficient, edge search: 2.0645e-05 per nm^2
MEEF at threshold 0.15: 0.5080 (no unit)
MEEF at threshold 0.35: 0.5053 (no unit)
MEEF at threshold 0.50: 0.5288 (no unit)
MEEF with orders up to 1: 0.5000 (no unit)
MEEF with orders up to 2: 1.5000 (no unit)
MEEF with orders up to 3: 0.7500 (no unit)
MEEF with orders up to 4: 1.2500 (no unit)
Largest source sigma for three beams: 0.285 (no unit)
MEEF at source sigma 0.25: 0.500000 (no unit)
Defocus: 100 nm; first-order phase: 0.5074 rad
Resist index: 1.7; blur sigma: 10 nm; reticle edge strip: 10 nm
Radiometric factor of first order: 1.0835 (no unit)
First-order gain in resist: TE 1.0049, TM 1.0358 (no unit)
Neglected effects, each alone, threshold kept at 1/4:
  defocus: printed space 180.00 nm, MEEF 0.5721
  source sigma 0.50: printed space 189.14 nm, MEEF 0.6537
  TE light in resist: printed space 180.00 nm, MEEF 0.4976
  unpolarized light in resist: printed space 184.00 nm, MEEF 0.5021
  resist blur: printed space 182.22 nm, MEEF 0.5074
  mask edge strips: printed space 177.53 nm, MEEF 0.5015
```
